# The Double-Schottky Barrier at a Charged Grain Boundary

A zinc oxide varistor is a ceramic made of n-type grains that conduct well, yet at low voltage the whole piece conducts poorly. The resistance sits at the boundaries between grains. Electronic states at such a boundary capture electrons from the material on both sides and leave behind a layer of positively charged donors in each grain. The trapped electrons repel the mobile ones, so an electron that passes from one grain to the next must climb an energy barrier. How high is this barrier for a given amount of trapped charge?

Let the boundary be the plane $x=0$ between two identical grains, and let everything depend on $x$ alone. The boundary holds $N_s$ net trapped electrons per unit area, so its charge per area is $-eN_s$ with $e>0$. Each grain contains donors of uniform density $N_d$, all ionized. The number $N_s$ is taken as given; how the traps come to be filled is a separate question. The permittivity is $\varepsilon=\varepsilon_r\varepsilon_0$, in SI form.

The natural variable is the potential energy of an electron, $u(x)=-e\psi(x)$, where $\psi$ is the electrostatic potential. The conduction-band edge follows $u$, and $u=0$ is chosen deep in the left grain. Poisson's equation $\psi''=-\rho/\varepsilon$ becomes $u''=e\rho/\varepsilon$. With mobile electrons of density $n$, the charge density is $\rho=e(N_d-n)-eN_s\delta(x)$, and therefore

$$u''=\frac{e^2}{\varepsilon}\,(N_d-n)-\frac{e^2N_s}{\varepsilon}\,\delta(x).$$

Positive donor charge curves the electron energy upward, and the negative sheet puts a downward kink in its slope. The result is a cusp that points up.

The depletion approximation replaces the smooth electron density by a step: $n=0$ for $-x_1<x<x_2$, and $n=N_d$ outside. The outer regions are then neutral. They also carry no field when no current flows, so $u'=0$ at $x=-x_1$ and at $x=x_2$. Integrating Poisson's equation between these two points gives

$$0=\frac{e^2}{\varepsilon}\left[N_d(x_1+x_2)-N_s\right],\qquad x_1+x_2=\frac{N_s}{N_d}.$$

This is overall neutrality: the exposed donors balance the trapped electrons.

On the left, $u''=e^2N_d/\varepsilon$ with $u=u'=0$ at $x=-x_1$. On the right the curvature is the same, with $u'=0$ and $u=u_R$ at $x=x_2$, where $u_R$ is the band-edge energy in the bulk of the right grain. Integrating twice on each side,

$$u=\frac{e^2N_d}{2\varepsilon}(x+x_1)^2\quad(-x_1<x<0),\qquad u=u_R+\frac{e^2N_d}{2\varepsilon}(x_2-x)^2\quad(0<x<x_2).$$

The two expressions must agree at $x=0$, which requires

$$u_R=\frac{e^2N_d}{2\varepsilon}\left(x_1^2-x_2^2\right).$$

Without applied voltage the Fermi level is the same throughout. Identical grains have the same distance between Fermi level and band edge in their bulk, so $u_R=0$. Since $x_1$ and $x_2$ are both positive, they must be equal:

$$x_1=x_2=w=\frac{N_s}{2N_d}.$$

The symmetry of the barrier thus follows from zero bias and identical grains. The energy profile is

$$u(x)=\Phi\left(1-\frac{|x|}{w}\right)^2,\qquad \Phi=\frac{e^2N_dw^2}{2\varepsilon},$$

and inserting $w^2=N_s^2/(4N_d^2)$ gives the barrier height

$$\Phi=\frac{e^2N_s^2}{8\,\varepsilon N_d}.$$

The factor 8 is a product of 2 and 4. The 2 comes from integrating a uniform charge density twice. The 4 is the square of the 2 in $w=N_s/(2N_d)$, because each grain balances half of the interface charge. In Gaussian units $\varepsilon$ is replaced by $\varepsilon_r/4\pi$, and the same height reads $\pi e^2N_s^2/(2\varepsilon_rN_d)$.

The field gives a second reading of the formula. Its magnitude rises linearly from zero at the depletion edge to

$$F=\frac{|u'(0^+)|}{e}=\frac{2\Phi}{ew}=\frac{eN_s}{2\varepsilon}$$

at the boundary. The height is the area of a triangle, $\Phi=\tfrac12 eFw$. Both $F$ and $w$ are proportional to $N_s$, so the height grows as its square. A higher donor density leaves $F$ unchanged but brings the compensating charge closer, which lowers the barrier. For small changes, $\delta\Phi/\Phi=2\,\delta N_s/N_s-\delta N_d/N_d$.

For numbers, take rough typical values for a zinc oxide varistor: $\varepsilon_r=8.5$, $N_d=10^{18}\ \mathrm{cm^{-3}}=10^{-3}\ \mathrm{nm^{-3}}$ and $N_s=5.5\times10^{12}\ \mathrm{cm^{-2}}=0.055\ \mathrm{nm^{-2}}$. Then $e^2/\varepsilon=2.129$ eV nm, and

$$w=\frac{0.055}{2\times10^{-3}}\ \mathrm{nm}=27.5\ \mathrm{nm},\qquad \Phi=\frac{2.129\times(0.055)^2}{8\times10^{-3}}\ \mathrm{eV}=0.805\ \mathrm{eV}.$$

In joules this is $1.29\times10^{-19}$ J. The peak field is $2.129\times0.055/2=0.0585$ V/nm, or 0.585 MV/cm. The two depletion layers together occupy 55 nm, while a typical grain measures roughly 10 µm, so the grains do have neutral interiors, as assumed.

The step in the electron density is an idealization. Near the depletion edge $u$ is comparable with $kT$, and electrons penetrate there. If they are nondegenerate and in equilibrium, $n=N_de^{-u/kT}$, and for $x>0$

$$u''=\frac{e^2N_d}{\varepsilon}\left(1-e^{-u/kT}\right).$$

Multiplying by $u'$ makes both sides total derivatives, since $u'u''=(u'^2/2)'$ and $u'(1-e^{-u/kT})=(u+kTe^{-u/kT})'$. Deep in the grain $u=u'=0$, which fixes the constant:

$$\frac{u'^2}{2}=\frac{e^2N_d}{\varepsilon}\left[u-kT\left(1-e^{-u/kT}\right)\right].$$

At the boundary the slope jumps by $-e^2N_s/\varepsilon$. By symmetry the slopes on the two sides are opposite, so $u'(0^+)=-e^2N_s/(2\varepsilon)$. The left side is then $e^4N_s^2/(8\varepsilon^2)$. Dividing by $e^2N_d/\varepsilon$ and writing $\varphi$ for the corrected height $u(0)$,

$$\varphi-kT\left(1-e^{-\varphi/kT}\right)=\frac{e^2N_s^2}{8\varepsilon N_d}=\Phi.$$

For $\Phi\gg kT$ the exponential is negligible and $\varphi\simeq\Phi+kT$. The free electrons therefore raise the barrier at given $N_s$. To see why, integrate by parts:

$$\varphi=-\int_0^\infty u'\,dx=\int_0^\infty x\,u''\,dx=\frac{e^2}{\varepsilon}\int_0^\infty x\,(N_d-n)\,dx.$$

The height measures how far out the positive charge lies. Its total amount per side is fixed at $N_s/2$ and its density cannot exceed $N_d$, so the depletion profile packs it as close to the boundary as possible. Electrons that leak into the edge of the layer push part of the net charge outward.

A numerical solution of the second-order equation, with these Boltzmann statistics and with $N_s$ and $N_d$ held fixed, gives 0.8179 eV at 150 K, 0.8308 eV at 300 K and 0.8394 eV at 400 K. The excesses over $\Phi$ are 0.0129, 0.0259 and 0.0345 eV, equal to $kT$ at each temperature to the digits given. At 150 K this checks the equation rather than the material: with the effective mass used below, the band density of states there is only $1.1\times10^{18}\ \mathrm{cm^{-3}}$, about equal to $N_d$, and Fermi statistics give an excess of 0.0150 eV.

The opposite limit shows where the depletion formula fails. For $\varphi\ll kT$, expand $1-e^{-\varphi/kT}\simeq\varphi/kT-\varphi^2/(2k^2T^2)$. The linear terms cancel, leaving $\varphi^2/(2kT)\simeq\Phi$, or

$$\varphi\simeq\sqrt{2kT\,\Phi}=\frac{e^2N_s\lambda}{2\varepsilon},\qquad \lambda=\sqrt{\frac{\varepsilon kT}{e^2N_d}}.$$

The height is now linear in $N_s$, because the charge is screened over the Debye length $\lambda$, which does not depend on $N_s$. Comparing $\Phi=e^2N_dw^2/(2\varepsilon)$ with $kT=e^2N_d\lambda^2/\varepsilon$ gives $\Phi/kT=w^2/(2\lambda^2)$, so the depletion formula needs $w\gg\lambda$. With ten times less interface charge, $N_s=5.5\times10^{11}\ \mathrm{cm^{-2}}$ at 300 K, it predicts 0.0081 eV, whereas the Poisson equation gives 0.0235 eV. The weak-barrier limit gives $\sqrt{2\times0.0259\times0.00805}=0.0204$ eV, which is closer but still low, since $\varphi$ is nearly as large as $kT$.

At $N_d=10^{18}\ \mathrm{cm^{-3}}$ the electrons in the grains are also slightly degenerate. With a rough effective mass of 0.25 electron masses, the effective density of states of the band is $3.1\times10^{18}\ \mathrm{cm^{-3}}$ at 300 K, only about three times $N_d$. The first integral adapts easily. For any statistics it contains $\int_0^\varphi n\,du$. At fixed temperature the pressure $P$ of the electron gas obeys $dP=n\,d\mu$, where $\mu$ is the Fermi level measured from the local band edge. Raising the edge by $du$ lowers $\mu$ by $du$, so $n\,du=-dP$, and the integral is the bulk pressure minus the pressure at the boundary. The latter is negligible for a high barrier, hence

$$\varphi\simeq\Phi+\frac{P}{N_d},$$

with $P$ the bulk pressure. An ideal classical gas has $P=N_dkT$, which restores the earlier result. Here $P/N_d=0.0273$ eV instead of 0.0259 eV, and the height becomes 0.832 eV. The bulk band edge lies $\zeta=0.027$ eV above the Fermi level, so the top of the barrier is 0.859 eV above the Fermi level. The two reference levels must be kept apart when heights are compared.

A larger change comes from donors that are not uniformly ionized. Suppose there are additional deep donors of density $N_{dd}$, with a level $E_{dd}$ below the band edge. They are neutral in the bulk and become ionized near the boundary, where the band bending lifts their level above the Fermi level. For a donor whose neutral state has two spin orientations, the ionized fraction is one half when the level lies $kT\ln2$ above the Fermi level. This happens at the band bending

$$u_d=E_{dd}-\zeta+kT\ln 2.$$

Treat the ionization as a sharp step at $u_d$. The integral of the charge density over $u$ then gains the term $N_{dd}(\varphi-u_d)$, and the first integral at the boundary reads

$$N_d\varphi-P+N_{dd}(\varphi-u_d)=N_d\Phi,\qquad \varphi=\frac{N_d\Phi+P+N_{dd}u_d}{N_d+N_{dd}}.$$

With assumed values $N_{dd}=0.1N_d$ and $E_{dd}=0.30$ eV, one finds $u_d=0.291$ eV and

$$\varphi=\frac{0.8050+0.0273+0.1\times0.2913}{1.1}\ \mathrm{eV}=0.783\ \mathrm{eV}.$$

A numerical solution with a smooth ionization curve gives the same 0.783 eV. The deep donors lower the barrier by 0.049 eV, since they add positive charge close to the boundary and fewer shallow donors need to be exposed.

A varistor is used under voltage, and the depletion picture extends to that case if $N_s$ is held fixed and the small voltage drop inside the neutral grains is neglected. Let the right grain be positive by $V$, so that $u_R=-eV$. Because $e^2N_d/(2\varepsilon)=\Phi/w^2$, the earlier expression for $u_R$ becomes

$$eV=\frac{\Phi}{w^2}(x_2-x_1)(x_2+x_1)=\frac{2\Phi}{w}(x_2-x_1),$$

where neutrality, $x_1+x_2=2w$, was used. Together with that sum, the difference $x_2-x_1=weV/(2\Phi)$ gives $x_1=w(1-eV/4\Phi)$. Electrons coming from the left then meet a barrier

$$\frac{\Phi x_1^2}{w^2}=\Phi\left(1-\frac{eV}{4\Phi}\right)^2,\qquad eV<4\Phi.$$

At 0.5 V this is $0.805\,(1-0.5/3.22)^2=0.574$ eV. The barrier falls by 0.23 eV, a little less than half of $eV$. The depletion approximation requires the remaining height to stay well above $kT$, so the formula loses accuracy before $eV$ reaches $4\Phi$.

If empty interface states are available, the bias can fill them and hold the barrier up. The charge needed to keep the left height at $\Phi$ follows from the same geometry. The left width stays at $w$, while the right side has height $\Phi+eV$ and width $w\sqrt{1+eV/\Phi}$. Neutrality then requires

$$N_s(V)=N_dw\left(1+\sqrt{1+\frac{eV}{\Phi}}\right)=\frac{N_s(0)}{2}\left(1+\sqrt{1+\frac{eV}{\Phi}}\right).$$

At 0.5 V the bracket is $1+\sqrt{1.621}=2.273$, so 14% more trapped charge would cancel the lowering entirely. The current through a varistor therefore depends strongly on how its traps respond, and the fixed-charge formula is not a current law.

Electrons can also cross below the top by tunnelling. This leaves the electrostatic height unchanged but alters the height inferred from a current. At zero bias, an electron of energy $E$ has thermal weight $e^{-E/kT}$ and, in the WKB approximation, a transmission given by the decay through both halves of the barrier. The combined weight is $e^{-G}$ with

$$G(E)=\frac{E}{kT}+\frac4\hbar\int_0^a\sqrt{2m(u-E)}\,dx,\qquad u(a)=E,$$

where $m$ is the effective mass. The 4 is the usual 2 in the WKB exponent times the two halves. The most probable energy minimizes $G$. The moving endpoint contributes nothing, because the integrand vanishes there. With $s=1-x/w$ and $u=\Phi s^2$,

$$\frac{dG}{dE}=\frac1{kT}-\frac{4w}{\hbar}\sqrt{\frac m2}\int_{\sqrt{E/\Phi}}^1\frac{ds}{\sqrt{\Phi s^2-E}}=\frac1{kT}\left(1-\frac{\theta}{q}\right),$$

$$\cosh\theta=\sqrt{\frac{\Phi}{E}},\qquad q=\frac{\hbar}{4wkT}\sqrt{\frac{2\Phi}{m}}=\frac{\hbar e}{4kT}\sqrt{\frac{N_d}{m\varepsilon}}.$$

The integral equals $\theta/\sqrt\Phi$, and the last form of $q$ uses $\Phi/w^2=e^2N_d/(2\varepsilon)$. The minimum lies at $\theta=q$, that is, at $E=\Phi/\cosh^2q$. To find $G$ there, start from $G(\Phi)=\Phi/kT$ and integrate the derivative by parts, with $E=\Phi/\cosh^2\theta$:

$$kT\,G_{\min}=\Phi-\int_{\Phi/\cosh^2q}^{\Phi}\left(1-\frac\theta q\right)dE=\frac{\Phi}{q}\int_0^q\frac{d\theta}{\cosh^2\theta}=\Phi\,\frac{\tanh q}{q}.$$

For the example at 300 K, $q=0.246$. The most probable energy is 0.758 eV, and the apparent height in the leading exponential, $kT\,G_{\min}$, is 0.789 eV, which is 0.016 eV below $\Phi$. The leading exponential grows by a factor of 1.85.

The current grows by more, because a range of energies around the minimum contributes. Differentiating $dG/dE$ once more, with $dE/d\theta=-2E\tanh\theta$, gives $1/G''=2kT\,q\,E\tanh q$ at the minimum. A Gaussian integral over $e^{-G}$ then has the effective width $\sqrt{2\pi/G''}=0.121$ eV, whereas emission over the top alone has the width $kT$. The ratio of widths is 4.7, so the current grows by a factor of roughly $4.7\times1.85\simeq9$. A height inferred from the size of the current, with tunnelling ignored, would come out near 0.75 eV, about 0.06 eV below $\Phi$. These are rough estimates: the Gaussian reaches past the top of the barrier, the tunnelling part of the exponent is just $(0.789-0.758)/0.0259\simeq1.2$, and WKB is reliable when that number is large.

Finally, the charges are discrete. The mean donor spacing is 10 nm, not much less than $w$. A patch of boundary of area $w^2$, with its depletion layers on both sides, contains $2N_dw^3\simeq42$ donors. If they are placed independently, this number scatters by $1/\sqrt{42}\simeq15\%$ from patch to patch. The barrier must then vary along the boundary. The percentage describes the number of donors, not the height: the height also depends on where the donors sit, and neighbouring patches influence one another. A rough estimate, with randomly placed donors screened at the two depletion edges and the interface charge kept uniform, gives a root-mean-square variation of the height of 0.05 to 0.07 eV, as large as the largest of the corrections above.

Set beside real zinc oxide varistors, a height of 0.8 eV is of the right size: barriers there are roughly 1 eV or somewhat less. The donor density chosen lies toward the upper end of the usual rough range. Since $N_s$ was chosen within a plausible range and enters squared, the agreement does not test the model; a 10% change in $N_s$ alone moves $\Phi$ by about 20%, or 0.16 eV. Real grains also contain deep donors, against the assumption of uniform ionization, and the assumed 10% shifts the height by 0.05 eV. Full ionization of the shallow donors is an idealization too: with the Fermi level so close to the band edge, isolated levels 0.03 to 0.06 eV deep would be only one half to one third ionized in the bulk at 300 K. That raises the height above the bulk band edge by about 0.01 eV or less, but it lowers the Fermi level to $\zeta\approx0.05$ to $0.06$ eV, so the top would lie 0.88 to 0.90 eV above the Fermi level instead of 0.859 eV. At 300 K the electron tail, the deep donors and tunnelling each change the actual or apparent height by a few hundredths of an electronvolt, less than the uncertainty due to $N_s$ and $N_d$. The numerical output below lists the values used.

## Computed results

```
relative permittivity (rough): 8.5
donor density N_d (rough): 1.00e+18 cm^-3
interface density N_s (rough): 5.50e+12 cm^-2
effective mass (rough): 0.25 electron masses
temperature: 300 K, kT = 0.0259 eV
e^2/eps: 2.1288 eV nm
depletion width per side w: 27.50 nm
peak field: 0.585 MV/cm
barrier Phi, formula: 0.8050 eV = 1.290e-19 J
barrier Phi, summed sheets: 0.8050 eV
barrier Phi, Gaussian form: 0.8050 eV
bias example: 0.50 V
forward barrier at that bias, fixed N_s: 0.5744 eV
Poisson with free electrons, 150 K: 0.8179 eV, excess 0.0129 eV, kT 0.0129 eV
Poisson with free electrons, 300 K: 0.8308 eV, excess 0.0259 eV, kT 0.0259 eV
Poisson with free electrons, 400 K: 0.8394 eV, excess 0.0345 eV, kT 0.0345 eV
weak case N_s: 5.50e+11 cm^-2
weak case, depletion formula: 0.00805 eV
weak case, Poisson solution: 0.02348 eV
band density of states N_c: 3.137e+18 cm^-3
bulk E_c - E_F (zeta): 0.0267 eV
pressure term P/N_d: 0.0273 eV
barrier with Fermi statistics: 0.8323 eV
same, above the Fermi level: 0.8589 eV
deep donors (assumed): 10 % of N_d, 0.30 eV deep
band bending at which they ionize: 0.2913 eV
barrier with deep donors, Poisson: 0.7831 eV
barrier with deep donors, estimate: 0.7831 eV
shift caused by deep donors: -0.0492 eV
tunnelling parameter q: 0.2463
most probable crossing energy: 0.7580 eV
apparent height with tunnelling: 0.7891 eV
gain of leading exponential: 1.85
mean donor spacing N_d^(-1/3): 10.0 nm
donors in patch w x w x 2w: 41.6
relative scatter of that number: 15.5 %
grain size (rough): 10 um, grain size/(2w): 182
```
